# Constant ion current and the distorted depth scale of a multilayer

**The argument under review**

The manuscript, an imagined one, describes a sputter depth profile through four periods of copper on tantalum, with copper at the surface. The deposition was meant to give 30 nm of copper and 20 nm of tantalum per period. The ion current was held constant, and the crater, stopped at the bottom of the last tantalum layer, was 200 nm deep after 2499.4 s. The authors reason as follows.

> The current was constant, so the erosion rate was constant. It was 200 nm / 2499.4 s = 0.0800 nm/s. Each copper layer lasted 272.4 s and each tantalum layer 352.5 s, so the layers are 21.8 nm and 28.2 nm thick. The layers add up to the crater depth, and the period is the intended 50 nm, which confirms the scale. The deposition therefore made the copper too thin and the tantalum too thick.

The times and the crater depth can be accepted. The first sentence cannot, and the two confirmations do not test it. The question is what record a stack with the intended thicknesses would have left.

**What a constant current fixes**

Let $j$ be the current density of singly charged ions, $e$ the elementary charge, $Y_i$ the number of atoms of material $i$ removed per ion, and $n_i$ its atomic density. I take the raster, angle and energy of the beam as fixed, each yield as steady, the interfaces as sharp and the crater bottom as flat. Depth $z$ is measured from the original surface.

In a time $dt$, an area $S$ receives $(j/e)S\,dt$ ions, which remove $Y_i(j/e)S\,dt$ atoms. These atoms came from a slice of volume $S\,dz$, which held $n_iS\,dz$ atoms. Equating the two numbers and dividing by $S\,dt$ gives

$$v_i=\frac{dz}{dt}=\frac{j}{e}\,\frac{Y_i}{n_i}. \tag{1}$$

A constant $j$ fixes the ion dose per second. The depth removed per second also depends on $Y_i/n_i$, which changes at an interface. The linear scale requires $Y_A/n_A=Y_B/n_B$ for the two materials; equal yields do not suffice.

For argon ions of 1 keV, rough typical values are $Y=3.0$ and $n=85$ atoms/nm³ for copper (A), and $Y=1.0$ and $n=55$ atoms/nm³ for tantalum (B). A current density of 50 uA/cm² is a flux $j/e=3.121$ ions/(nm² s). Then

$$v_A=\frac{3.121\times3.0}{85}=0.110\ \text{nm/s},\qquad
v_B=\frac{3.121\times1.0}{55}=0.0567\ \text{nm/s},$$

and the rate ratio is $r=v_A/v_B=1.94$. Unrounded values are carried through the arithmetic below.

**The record of the intended stack**

A layer of thickness $d_i$ lasts $t_i=d_i/v_i$. The intended layers would last

$$t_A=\frac{30\ \text{nm}}{v_A}=272.4\ \text{s},\qquad
t_B=\frac{20\ \text{nm}}{v_B}=352.5\ \text{s}.$$

These are the times in the manuscript. The imagined record was built with these rates, so the exact agreement does not test them. With these rates, the record is what a correctly deposited stack would give, and it is no evidence of a deposition fault.

The authors' scale replaces the true curve $z(t)$, a broken line with slopes $v_A$ and $v_B$, by the straight chord from the origin to the end point $(T,D)$, where $T$ is the total time and $D$ the crater depth. The slope of the chord is

$$\bar v=\frac{D}{T}=\frac{\sum_i d_i}{\sum_i d_i/v_i}, \tag{2}$$

a harmonic mean of the rates weighted by thickness. The apparent thickness of a layer is

$$d_i'=\bar v\,t_i=d_i\,\frac{\bar v}{v_i}. \tag{3}$$

A layer that erodes faster than the mean is compressed, and one that erodes more slowly is stretched. Dividing (3) for A by (3) for B removes $\bar v$:

$$\frac{d_A'}{d_B'}=\frac{d_A}{d_B}\,\frac{v_B}{v_A}=\frac{1}{r}\,\frac{d_A}{d_B}. \tag{4}$$

For whole periods of thickness $P$, write $d_A=fP$ and $d_B=(1-f)P$. The apparent fraction of A is its share of the time. Multiplying numerator and denominator by $v_A/P$ gives

$$f'=\frac{fP/v_A}{fP/v_A+(1-f)P/v_B}=\frac{f}{f+r(1-f)}. \tag{5}$$

Here $f=0.600$ and $f'=0.600/(0.600+1.941\times0.400)=0.436$. The apparent layers are $0.436\times50=21.8$ nm of copper and 28.2 nm of tantalum. The thicker layer is reported as the thinner one. By (4), this reversal occurs when $1<d_A/d_B<r$, and here $d_A/d_B=1.5$.

As a separate check of (1) to (5), atoms were removed from the stack ion by ion, in random numbers with the mean yields above. The linear scale applied to that record gave 21.82 nm and 28.15 nm for the first period.

Three limits show how (5) behaves. For $r=1$ it gives $f'=f$. When B is a thin slow layer, $1-f\ll1/r$, it gives $1-f'\approx r(1-f)$, so the layer is stretched by nearly the full rate ratio. When A is a thin fast layer, $f\ll1$, it gives $f'\approx f/r$.

The case of equal yields separates yield from rate. With the same densities and thicknesses, (1) gives $r=n_B/n_A=55/85=0.65$. Copper, being denser in atoms, now erodes more slowly and is stretched. The ion-by-ion count gave apparent layers of 34.95 nm and 15.05 nm.

**Why the two confirmations do not test the scale**

The sum of the apparent thicknesses is $\bar v\sum_i t_i=\bar vT=D$, whatever the rates are. The crater depth was used to set the scale and cannot test it as well.

The period comes out right because every complete period takes the same time and removes the same depth. The broken line therefore meets its chord at the end of each period. The interfaces inside the periods appear at 21.8, 71.8, 121.8 and 171.8 nm instead of 30, 80, 130 and 180 nm. The displacement, apparent minus true depth, is −8.2 nm each time and does not accumulate.

Even the period is right only if the crater ends with a complete period. Had it been stopped below the second copper layer, it would have been 80 nm deep after 897.2 s. The mean rate would then be 0.0892 nm/s, and the apparent layers 24.3 nm and 31.4 nm, with a period of 55.7 nm.

A scale calibrated on copper alone fails differently. It leaves copper at 30 nm but stretches tantalum to $r\times20=38.8$ nm. The error now accumulates: the total apparent depth becomes 275 nm, which the measured crater depth of 200 nm would expose. Forcing the scale through the end of the crater removes that warning.

No closer study of the interface times and the crater depth can settle the matter. Imagine a second stack with thicknesses $d_i'$ and one common rate $\bar v$. Its layers last $d_i'/\bar v=t_i$, and its total depth is $D$. Both stacks leave the same interface times and the same crater, so the choice between them needs further information.

**How large the displacement can be**

The authors may ask for a limit that does not require the layer sequence. Let A be the faster material, $r>1$, and consider a point at true depth $z=uD$. Let $T_1$ be the time spent above it and $T_2$ the time spent below it. Its apparent relative depth is

$$u'=\frac{T_1}{T_1+T_2},$$

which rises with $T_1$ and falls with $T_2$. It is therefore smallest when everything above the point is fast and everything below it is slow: $T_1=uD/v_A$ and $T_2=(1-u)D/v_B$. This is a bilayer, and as in (5),

$$u'_{\min}=\frac{u}{q},\qquad q=u+r(1-u).$$

The displacement towards the surface is at most $g(u)=u-u/q$. Since $dq/du=1-r$,

$$\frac{dg}{du}=1-\frac{q-u(1-r)}{q^2}=1-\frac{r}{q^2}.$$

This vanishes at $q=\sqrt r$. Solving $r-(r-1)u=\sqrt r$ gives

$$u=\frac{r-\sqrt r}{r-1}=\frac{\sqrt r(\sqrt r-1)}{(\sqrt r-1)(\sqrt r+1)}=\frac{\sqrt r}{\sqrt r+1}.$$

There $u'=u/\sqrt r=1/(\sqrt r+1)$. Because $g$ is zero at both ends and positive between them, this single stationary point is the maximum. The opposite order, slow above fast, gives the same function with $u$ replaced by $1-u$ and a displacement away from the surface. Exchanging the names of the materials covers $r<1$. Hence

$$\frac{|z'-z|}{D}\le\frac{|\sqrt r-1|}{\sqrt r+1}. \tag{6}$$

For $r=1.94$ the right side is 0.164. A 200 nm bilayer with copper as its upper 58% would reach 32.9 nm. In the periodic stack the period ends are fixed, so (6) applies to each 50 nm period and allows 8.22 nm. The displacement found above is close to this limit because the copper fraction of 0.60 is close to the worst value, 0.58.

**The measurement that is missing**

One crater gives one equation for two unknown rates. I ask for a second crater, made under the same conditions and stopped at the first interface, whose time is already known. With $D_1$ its depth and $N$ the number of periods,

$$v_At_A=D_1,\qquad N(v_At_A+v_Bt_B)=D.$$

The first equation gives $v_A=D_1/t_A$. Inserting it in the second gives $v_B=(D/N-D_1)/t_B$. If $D_1$ is found to be 30 nm, then $v_A=30/272.4=0.110$ nm/s and $v_B=(50-30)/352.5=0.0567$ nm/s. The depth scale follows by adding $v_it_i$ layer by layer, which puts the third interface at $30+20+30=80$ nm.

With an assumed independent uncertainty of 1 nm in each crater depth, the copper thickness $D_1$ is uncertain by 1 nm. The tantalum thickness $D/N-D_1$ is uncertain by $\sqrt{1+1/4^2}=1.03$ nm. Both are well below the 8.2 nm at issue. The method assumes that all layers of one material share one rate and that the interfaces are sharp. When they are not, $D_1$ is biased low by an amount similar to this uncertainty. In the models of the next section, a crater stopped at the first half-composition point is about 0.7 nm shallower than the copper layer for a 2 nm mixing zone. With a 15% grain spread it is on average 0.8 to 1.2 nm shallower, and its floor lies between about 26 and 32 nm. These biases are still well below 8.2 nm.

**What the sharp-interface model leaves out**

*Mixing.* Ions stir a thin zone below the surface. Let it hold $M$ atoms per area, with copper fraction $c$, and let copper and tantalum leave at rates $(j/e)Y_Ac$ and $(j/e)Y_B(1-c)$. In a repeating profile, the copper removed per period equals the copper supplied, so

$$\frac{j}{e}Y_A\int c\,dt=n_Ad_A\quad\Rightarrow\quad\int c\,dt=\frac{d_A}{v_A}=t_A.$$

Likewise $\int(1-c)\,dt=t_B$. Mixing thus changes neither the period time nor the integrated width of copper, and it does not cure the distortion.

The width between the points $c=1/2$ does change. For layers much thicker than the zone, tantalum starts to enter when $M$ copper atoms per area remain, which is $eM/(jY_A)$ before the sharp-interface time. From then on $M\,dc/dt=-(j/e)Y_Ac$, so $c$ falls to one half after $eM\ln2/(jY_A)$. The end of a copper layer is therefore seen early by $(1-\ln2)eM/(jY_A)$. By the same reasoning the start of a copper layer with tantalum above it is seen early by $(1-\ln2)eM/(jY_B)$. The first copper layer starts at the surface and lacks this second shift. The width of each later copper layer grows by the difference,

$$\Delta t_A=(1-\ln2)\,\frac{eM}{j}\left(\frac1{Y_B}-\frac1{Y_A}\right).$$

For a 2 nm zone, $M=140$ atoms/nm², this is 9.2 s, or 0.7 nm on the linear scale. A stepwise balance of the zone gave 9.1 s.

*Current drift.* A linear rise or fall of 3% over the run shifts the interfaces by less than 0.8 nm.

*Copper grains.* The yield of a crystal depends on its orientation. Suppose that half the grains have a yield 15% above the mean and half 15% below it, independently in each layer. The arrival time at the first interface then has an rms spread of 42 s, or 3.3 nm on the linear scale. Independent spreads add in squares, so below the fourth copper layer it has doubled to 6.7 nm. This spread mainly blurs the interfaces; the mean lengthening of a copper layer is 6.3 s, or 0.5 nm at the mean rate of 0.0800 nm/s. Because the total time lengthens too, the apparent copper thickness on the authors' scale grows by only 0.3 nm.

**The real case**

Copper with a tantalum barrier occurs in chip interconnects, where the barrier is typically a few nanometres thick, much thinner than the 20 nm used here. A 2 nm mixing zone is then no longer small beside the layer, and the half-composition formula fails. The yields are also rough. A rate ratio 20% lower or higher would give an apparent copper thickness of 24.6 or 19.6 nm, still below the tantalum value in both cases. The reversal would be lost only below $r=1.5$, which is 23% lower. The ratio may also lie above this band: a common semi-empirical yield formula for normal incidence at 1 keV gives about 2.5 for copper and 0.7 for tantalum, so $r\approx2.4$ and an apparent copper thickness near 19 nm. Polycrystalline copper breaks the assumption of one yield per material, and a grain spread above the assumed 15% would blur the interfaces further. Native oxide, implanted argon and ripples on the crater floor are not estimated here.

**Recommendation**

The claim of a deposition fault should be withdrawn unless the second crater supports it. Until then, the record supports a total depth of 200 nm and a mean period of 50 nm, but not the division of that period between copper and tantalum. The numerical output lists the main values used in this comment.

## Computed values

```
Ion current density: 50 uA/cm2
Ion flux: 3.121 ions/(nm2 s)
Yields Cu, Ta (rough): 3.0, 1.0 atoms/ion
Densities Cu, Ta (rough): 85, 55 atoms/nm3
True thicknesses Cu, Ta: 30.0, 20.0 nm
Periods: 4; total depth: 200.0 nm
Erosion rates Cu, Ta: 0.1101, 0.0567 nm/s
Rate ratio r = v_Cu/v_Ta: 1.941
Layer times Cu, Ta: 272.4, 352.5 s
Total time: 2499.4 s; mean rate: 0.0800 nm/s
Arithmetic depth-weighted rate: 0.0888 nm/s
True Cu fraction: 0.600; apparent: 0.436
Apparent thicknesses Cu, Ta: 21.79, 28.21 nm
Counted-atom apparent Cu, Ta (first period): 21.82, 28.15 nm
Interface times: 272.4 624.8 897.2 1249.7 1522.1 1874.5 2146.9 2499.4 s
True interface depths: 30.0 50.0 80.0 100.0 130.0 150.0 180.0 200.0 nm
Apparent interface depths: 21.8 50.0 71.8 100.0 121.8 150.0 171.8 200.0 nm
First-interface displacement: -8.21 nm
Cu-rate scale: Ta layer 38.82 nm, total 275.3 nm
Ta-rate scale: Cu layer 15.45 nm, total 141.8 nm
Crater stopped below second Cu: depth 80.0 nm, time 897.2 s
  mean rate 0.0892 nm/s; apparent Cu, Ta, period: 24.29, 31.43, 55.71 nm
Largest displacement / total depth: 0.1643
  at true Cu-on-Ta fraction 0.582; for this total depth 32.9 nm
  for a single period 8.22 nm
Equal yields, unequal densities: apparent Cu, Ta thickness 34.95, 15.05 nm (counted)
Two-crater rates from counted record Cu, Ta: 0.1101, 0.0568 nm/s
Assumed crater-depth uncertainty: 1.0 nm
  resulting Cu, Ta thickness uncertainty: 1.00, 1.03 nm
Mixing zone: 2.0 nm, 140 atoms/nm2
  inner Cu half-composition width change: 9.13 s, 0.73 nm apparent
  same change from formula: 9.18 s
  mixed / ideal period time: 0.99997
  integrated / ideal Cu width: 1.00003
Current drift 3 %: largest interface shift 0.74 nm
Cu grain yield spread 15 %: rms blur below first Cu 41.8 s, 3.34 nm apparent
  below last Cu: 83.6 s, 6.69 nm apparent
  mean lengthening of one Cu layer: 6.27 s, 0.50 nm apparent
Rate ratio lower/higher by 20 %: apparent Cu 24.57 / 19.59 nm
```
